\section*{Spin flip of an electron antiparallel to a polarized quantum spin}

\section*{Problem}

An electron spin $\mathbf s$ ($s=1/2$) meets a local spin $\mathbf S$ of length $S=1/2,1,3/2,\dots$ The spin operators are dimensionless, so the angular momenta are $\hbar\mathbf s$ and $\hbar\mathbf S$. The two are coupled by Heisenberg exchange,
\begin{equation}
H=J\,\mathbf s\cdot\mathbf S ,
\end{equation}
where $J$ is an energy of either sign. There is no magnetic field, no anisotropy and no other coupling. At $t=0$ the local spin is fully polarized along $+z$ and the electron spin points along $-z$:
\begin{equation}
|\psi(0)\rangle=|a\rangle\equiv|{\downarrow}\rangle|M=S\rangle .
\end{equation}

\begin{enumerate}
\item[(a)] Derive the torque on $\mathbf S$. Show that it vanishes for classical antiparallel vectors, and decide whether a small tilt would change this conclusion.
\item[(b)] Find the probability $P(t)$ that the electron is found with spin up. Show that its maximum over time is $8S/(2S+1)^2$.
\item[(c)] The local spin loses angular momentum in (b). Find the torque responsible, and explain how it fits with (a).
\item[(d)] Evaluate the flip for $S=5/2$ and $J=-70\ \mu\mathrm{eV}$, roughly the case of one conduction electron in a CdTe quantum dot that holds a single Mn ion.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item For (a), use $[S_x,S_y]=iS_z$ and its cyclic forms. In the classical problem the sum $\mathbf L=\mathbf s+\mathbf S$ is constant.
\item For (b), write the transverse part of $\mathbf s\cdot\mathbf S$ with raising and lowering operators. How many states share the total $z$ projection of $|a\rangle$?
\item A traceless, real symmetric $2\times2$ matrix has a square proportional to the unit matrix. This gives the time evolution without eigenvectors.
\item For (c), the mean of a product of operators need not be the product of their means.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The classical torque}

Heisenberg's equation for the $x$ component is
\begin{align}
\frac{dS_x}{dt}&=\frac{i}{\hbar}[H,S_x]
=\frac{iJ}{\hbar}\bigl(s_y[S_y,S_x]+s_z[S_z,S_x]\bigr)\nonumber\\
&=\frac{iJ}{\hbar}\bigl(-i\,s_yS_z+i\,s_zS_y\bigr)
=\frac{J}{\hbar}\,(s_yS_z-s_zS_y).
\end{align}
The other components follow by cyclic exchange of the labels, and the electron obeys the same equation with the two spins interchanged:
\begin{equation}
\hbar\frac{d\mathbf S}{dt}=J\,\mathbf s\times\mathbf S,\qquad
\hbar\frac{d\mathbf s}{dt}=J\,\mathbf S\times\mathbf s .
\label{eq:torque}
\end{equation}
These are operator equations. The classical, or mean-field, description replaces $\langle\mathbf s\times\mathbf S\rangle$ by $\langle\mathbf s\rangle\times\langle\mathbf S\rangle$. For antiparallel vectors this product is zero, both derivatives vanish, and the vectors stay where they are.

A stationary state could still be unstable, so tilt the electron by a small angle $\varepsilon$:
\begin{equation}
\mathbf s=-\tfrac12(\sin\varepsilon,0,\cos\varepsilon),\qquad \mathbf S=(0,0,S).
\end{equation}
Since $\mathbf s\times\mathbf s=0$ for classical vectors, $\hbar\,d\mathbf s/dt=J\,\mathbf L\times\mathbf s$: the electron spin precesses about the constant vector $\mathbf L$. To first order in $\varepsilon$, and for $S>1/2$, $\mathbf L=(-\varepsilon/2,\,0,\,S-1/2)$, so the axis crosses the plane $z=1$ at $x=-\varepsilon/(2S-1)$. The direction $-2\mathbf s$ starts at $x=\varepsilon$. It therefore moves on a circle of radius
\begin{equation}
\varepsilon+\frac{\varepsilon}{2S-1}=\frac{2S\,\varepsilon}{2S-1},
\end{equation}
and its farthest point from the $z$ axis lies at the distance
\begin{equation}
\frac{\varepsilon}{2S-1}+\frac{2S\,\varepsilon}{2S-1}=\varepsilon\,\frac{2S+1}{2S-1}.
\end{equation}
The tilt stays of order $\varepsilon$, and there is no instability. For $S=5/2$ the factor is $1.5$. A tilt of $0.010$ rad grows to $\theta=0.015$ rad, and the classical flip fraction $\tfrac12+s_z=\sin^2(\theta/2)$ reaches only $5.6\times10^{-5}$.

The case $S=1/2$ is different. The vectors then have equal length, $\mathbf L$ bisects the angle between them, and half a turn about $\mathbf L$ exchanges them. A tilted pair does turn over. However, $|\mathbf L|=\sin(\varepsilon/2)\approx\varepsilon/2$, so half a turn takes $\pi\hbar/(|J||\mathbf L|)\approx2\pi\hbar/(|J|\varepsilon)$, which grows without limit as $\varepsilon\to0$. The antiparallel pair itself remains stationary.

\subsection*{(b) The quantum flip probability}

With $s_\pm=s_x\pm is_y$ and $S_\pm=S_x\pm iS_y$,
\begin{equation}
H=J\Bigl[s_zS_z+\tfrac12\bigl(s_+S_-+s_-S_+\bigr)\Bigr].
\end{equation}
Each transverse term raises one spin and lowers the other, so $s_z+S_z$ is conserved. Its initial value is $S-1/2$. Only one other state has this value,
\begin{equation}
|b\rangle=|{\uparrow}\rangle|M=S-1\rangle ,
\end{equation}
and the problem reduces to two states. The diagonal elements come from $s_zS_z$:
\begin{equation}
H_{aa}=-\frac{JS}{2},\qquad H_{bb}=\frac{J(S-1)}{2}.
\end{equation}
The coupling comes from $s_+S_-$. Using $S_-|S\rangle=\sqrt{S(S+1)-S(S-1)}\,|S-1\rangle=\sqrt{2S}\,|S-1\rangle$,
\begin{equation}
V\equiv H_{ba}=\frac{J\sqrt{2S}}{2}.
\end{equation}
Define the energy difference
\begin{equation}
\Delta=H_{bb}-H_{aa}=\frac{J(2S-1)}{2}.
\end{equation}
The mean of the diagonal elements is $-J/4$, so in the order $(a,b)$
\begin{equation}
H=-\frac J4+K,\qquad
K=\begin{pmatrix}-\Delta/2&V\\V&\Delta/2\end{pmatrix},\qquad
K^2=\frac{\Delta^2+4V^2}{4}\equiv\frac{G^2}{4}.
\end{equation}
The eigenvalues of $K$ are $\pm G/2$, so $G$ is the energy gap:
\begin{equation}
G^2=J^2\left[\frac{(2S-1)^2}{4}+2S\right]
=\frac{J^2(2S+1)^2}{4},\qquad G=\frac{|J|(2S+1)}{2}.
\end{equation}
Because $K^2$ is a number, the even powers in the series for $e^{-iKt/\hbar}$ sum to a cosine and the odd powers to $K$ times a sine:
\begin{equation}
e^{-iKt/\hbar}=\cos\frac{Gt}{2\hbar}-i\,\frac{2K}{G}\sin\frac{Gt}{2\hbar}.
\end{equation}
The constant $-J/4$ adds a common phase, which drops out of probabilities. The amplitude of $|b\rangle$ has modulus $(2|V|/G)\,|\sin(Gt/2\hbar)|$, hence
\begin{equation}
P(t)=\frac{4V^2}{G^2}\sin^2\frac{Gt}{2\hbar}
=\frac{8S}{(2S+1)^2}\,\sin^2\frac{|J|(2S+1)t}{4\hbar}.
\label{eq:P}
\end{equation}
The sine squared reaches one, so
\begin{equation}
P_{\max}=\frac{8S}{(2S+1)^2},\qquad
t^*=\frac{2\pi\hbar}{|J|(2S+1)},
\end{equation}
where $t^*$ is the time of the first maximum. The sign of $J$ plays no part.

\paragraph{Dependence on $S$.} Since $(2S+1)^2-8S=(2S-1)^2$,
\begin{equation}
P_{\max}=1-\left(\frac{2S-1}{2S+1}\right)^2 .
\end{equation}
The ratio in brackets is zero at $S=1/2$ and rises with $S$, so $P_{\max}$ starts at one and falls steadily. For $S=1/2$ the two states have equal diagonal energies and the spins exchange completely. For larger $S$ the difference $\Delta$ keeps the transfer incomplete. For $S\gg1$ the maximum tends to $2/S$:
\begin{center}
\begin{tabular}{ccc}
$S$ & $P_{\max}$ & $2/S$\\
$1$ & $0.889$ & $2.000$\\
$5/2$ & $0.556$ & $0.800$\\
$10$ & $0.181$ & $0.200$\\
$100$ & $0.0198$ & $0.0200$
\end{tabular}
\end{center}

\paragraph{Short times and the classical limit.} For $Gt\ll\hbar$ the sine may be replaced by its argument:
\begin{equation}
P(t)\approx\frac{8S}{(2S+1)^2}\,\frac{J^2(2S+1)^2t^2}{16\hbar^2}
=\frac{S}{2}\left(\frac{Jt}{\hbar}\right)^2
=\frac{1}{2S}\left(\frac{JS\,t}{\hbar}\right)^2 .
\end{equation}
The initial rate $dP/dt$ is zero, in agreement with the zero torque of the product state. The last form suits the classical limit, in which $S$ grows while the exchange field $JS$ on the electron is held fixed. The flip then disappears as $1/S$, both at short times and at the maximum.

\paragraph{Gradual contact.} If $J$ depends on time, the Hamiltonians at different times are multiples of the same operator and commute. The product $Jt$ in Eq.~(\ref{eq:P}) is then replaced by $\int_0^tJ(t')\,dt'$. The maximum is unchanged, provided the integral grows large enough to reach it.

\subsection*{(c) The torque that the classical product misses}

The state at time $t$ contains $|a\rangle$ with probability $1-P$ and $|b\rangle$ with probability $P$. Therefore
\begin{align}
\langle s_z\rangle&=-\tfrac12(1-P)+\tfrac12P=-\tfrac12+P,\\
\langle S_z\rangle&=S(1-P)+(S-1)P=S-P .
\end{align}
The transverse means vanish. The operators $s_x$ and $s_y$ change the electron state and leave $M$ alone, whereas $|a\rangle$ and $|b\rangle$ differ in both labels. The same argument holds for $S_x$ and $S_y$. Both mean vectors thus stay on the $z$ axis, and $\langle\mathbf s\rangle\times\langle\mathbf S\rangle=0$ at every time, not just at the start.

The mean of the operator equation (\ref{eq:torque}) nevertheless gives
\begin{equation}
J\langle(\mathbf s\times\mathbf S)_z\rangle=\hbar\frac{d\langle S_z\rangle}{dt}
=-\hbar\frac{dP}{dt}=-\frac{P_{\max}G}{2}\,\sin\frac{Gt}{\hbar}.
\end{equation}
This torque comes wholly from the correlation between the spins, the part of $\langle\mathbf s\times\mathbf S\rangle$ that the product of means leaves out. Its source is the coherent superposition of $|a\rangle$ and $|b\rangle$. Because the local states $M=S$ and $M=S-1$ are orthogonal, the electron alone is in a mixture of down and up with weights $1-P$ and $P$. It does not rotate through the horizontal plane; its mean spin shrinks along $z$ and, if $P$ exceeds $1/2$, grows again with the opposite sign.

\subsection*{(d) One electron and one Mn spin}

With $S=5/2$, $J=-70\ \mu$eV and $\hbar=658.2\ \mu$eV\,ps,
\begin{align}
H_{aa}&=87.5\ \mu\mathrm{eV},\qquad H_{bb}=-52.5\ \mu\mathrm{eV},\qquad V=-78.3\ \mu\mathrm{eV},\\
G&=\tfrac12\times70\times6=210\ \mu\mathrm{eV},\\
P_{\max}&=\frac{8\times2.5}{6^2}=0.556,\qquad
t^*=\frac{2\pi\times658.2}{70\times6}\ \mathrm{ps}=9.85\ \mathrm{ps}.
\end{align}
At $t^*$ the electron has $\langle s_z\rangle=0.056$ and the Mn spin has $\langle S_z\rangle=1.944$, so $0.556\,\hbar$ has passed between them. The electron's mean spin has almost vanished. Its weights $0.444$ and $0.556$ give an entanglement entropy of $0.991$ bit, close to the limit of one bit for a spin $1/2$. The correlation torque peaks earlier, at $t^*/2$, with magnitude $P_{\max}G/2=0.5556\times105=58.3\ \mu$eV.

If the exchange rises as $J(1-e^{-t/\tau})$ with $\tau=3$ ps, the first maximum is still $0.556$. It comes at $12.8$ ps, when $t-\tau(1-e^{-t/\tau})=t^*$.

\section*{Variation 1: an imperfectly polarized local spin}

\textit{The local spin starts with projection $M$ instead of $S$. What is the largest flip probability?}

The two states are now $|{\downarrow}\rangle|M\rangle$ and $|{\uparrow}\rangle|M-1\rangle$. Their energy difference is $J(M-1)/2+JM/2=J(M-\tfrac12)$, and
\begin{equation}
4V^2=J^2\bigl[S(S+1)-M(M-1)\bigr]
=J^2\Bigl[(S+\tfrac12)^2-(M-\tfrac12)^2\Bigr].
\end{equation}
Adding the squared energy difference gives $G^2=J^2(S+\tfrac12)^2$ for each $M>-S$. The gap is the same as before, and
\begin{equation}
P_{\max}(M)=\frac{4V^2}{G^2}=1-\left(\frac{2M-1}{2S+1}\right)^2 .
\end{equation}
For $S=5/2$ and $M=5/2,\,3/2,\dots,-5/2$ the values are $0.556$, $0.889$, $1$, $0.889$, $0.556$ and $0$. The last is the parallel arrangement, which cannot flip. All nonzero maxima occur at the same $t^*$, so a statistical mixture simply averages them. With 90\% in $M=5/2$ and 10\% in $M=3/2$ the result is $0.589$; with all six levels equally filled it is $0.648$. Thus $8S/(2S+1)^2$ is the maximum over time for the fully polarized state. For $S\ge3/2$ some other states of the local spin exceed it; for $S=1/2$ and $S=1$ none does.

\section*{Variation 2: anisotropy and a magnetic field}

\textit{Add $DS_z^2+\mu_BB(g_es_z+g_{\mathrm{Mn}}S_z)$ to $H$, with the local spin again fully polarized. How does the maximum change?}

The added terms are diagonal, so $V$ stays the same. From $|a\rangle$ to $|b\rangle$, $S_z^2$ changes by $(S-1)^2-S^2=-(2S-1)$, $s_z$ by $+1$ and $S_z$ by $-1$. Thus $\Delta$ is replaced by
\begin{equation}
\delta=\frac{J(2S-1)}{2}-D(2S-1)+\mu_BB\,(g_e-g_{\mathrm{Mn}}),
\end{equation}
and, with $4V^2=2SJ^2$,
\begin{equation}
P_{\max}=\frac{2SJ^2}{2SJ^2+\delta^2},\qquad
t_{\max}=\frac{\pi\hbar}{\sqrt{2SJ^2+\delta^2}} .
\end{equation}
At $\delta=0$ the flip is complete for any $S$. With $g_e=-1.5$, $g_{\mathrm{Mn}}=2$ and $D=0$, the dot of part (d) meets this condition at $B=-0.69$ T, a field along $-z$. The price is a longer time, $13.2$ ps.

\paragraph{The real dot.} The values used here are rough typical ones; exchange and strain differ from dot to dot. Strain gives the Mn spin an anisotropy, of which I keep only the axial term $DS_z^2$, with $D=7\ \mu$eV; an in-plane term is left out. Then $\delta=-140-28=-168\ \mu$eV and
\begin{equation}
P_{\max}=\frac{5\times70^2}{5\times70^2+168^2}=0.465\quad\text{at }9.0\ \mathrm{ps},
\end{equation}
a fall of about 16\% relative to $0.556$. With $D=-7\ \mu$eV it would rise to $0.661$. A stray field of $10$ mT along $+z$ alone gives $0.548$. The coupling of the Mn spin to its own unpolarized nucleus ($0.7\ \mu$eV) and a random static field on the electron from the host nuclei ($0.3\ \mu$eV rms per component) each leave $0.556$ unchanged to three digits. Numerical diagonalization with all four terms and $D=+7\ \mu$eV gives $0.459$.

The preparation of the Mn spin matters too. At $5$ K, $k_BT=431\ \mu$eV, while the anisotropy spreads the Mn levels by only $7\times(6.25-0.25)=42\ \mu$eV. The six levels are therefore almost equally filled, and without a field $M$ and $-M$ have equal energies, so cooling gives no net polarization. In the isotropic model the maximum is then near the $0.648$ of Variation 1; the anisotropy $D=7\ \mu$eV lowers it somewhat, because it increases $|\delta|$ for every pair of states that is not already resonant. The polarized state has to be prepared, for instance by optical pumping.

For an assumed orbital spacing of $20$ meV, thermal excitation at $5$ K is negligible (Boltzmann factor $7\times10^{-21}$). If exchange couples to one higher orbital as strongly as its largest eigenvalue, the level shift is about $122.5^2/20000=0.75\ \mu$eV, small beside the gap. An assumed lifetime of $1$ ns in the dot loses 1\% of the electrons before $t^*$. Those that stay flip back and forth with period $2t^*$, so with the exchange term alone an observation averaged over many periods shows $P_{\max}/2=0.278$. This number does not carry over to the dot, because terms that are harmless at $t^*$ act over a nanosecond ($\hbar/0.7\ \mu\mathrm{eV}\approx1$ ns). Averaged over the $1$ ns lifetime, the flip probability is $0.40$ with exchange and the Mn hyperfine coupling only ($D=0$, no field), and $0.23$ with all four terms above. It is $0.48$ at zero field with $D=7\ \mu$eV, an in-plane term $E(S_x^2-S_y^2)$ with $E=2\ \mu$eV and a cubic term $\tfrac a6(S_x^4+S_y^4+S_z^4)$ with $a=0.32\ \mu$eV, although these two terms move the first maximum only from $0.465$ to $0.464$. The maximum itself can be seen by reading or removing the electron at the first peak. Later odd multiples of $t^*$ repeat it exactly only for exchange alone; with the hyperfine coupling the peak near $51\,t^*$ is $0.65$. Spin relaxation by phonons is left out of these estimates.

All numerical values are calculated from the stated model.
